**Slowest escape time of hydrogen from a film with one absorbing face**

For a film of thickness $L$ and constant hydrogen diffusivity $D$, blocked at one face and perfectly absorbing at the other, the slowest decay time is $\tau=4L^2/(\pi^2D)$. With $L=50$ nm and $D=10^{-14}$ cm²/s, both the formula and the diagonalization of a finite-volume diffusion operator give 1013 s. The program asserts agreement for the first three modes, the remaining fraction of a uniform filling, the mean residence time and the film with two absorbing faces. It also asserts the decay times for finite surface transfer, a leaky blocked face, drift in an imposed field and reversible trapping against separate matrix calculations. For the electron self-field, it compares the derived flux with a numerical gradient and asserts that the late decay time returns to $\tau$ within 0.5 %. The output shows that the assumed traps lengthen the time to about 2900 s, and that a 0.20 V drop towards the blocked face lengthens it to about 13 000 s. The temperature figures follow from an assumed Arrhenius law, which the program does not test.

## Numerical check

```python
# Result under test: hydrogen in a film of thickness L, blocked at x=0 and
# perfectly absorbed at x=L, has slowest decay time tau = 4 L^2/(pi^2 D).
# D: diffusivity; c: mobile hydrogen concentration; M: hydrogen left in film.
# Numerical work uses x/L and time in units of L^2/D. The reference side is a
# finite-volume diffusion operator, which does not use the analytic modes.
# Material parameters are rough assumed values for amorphous In-Ga-Zn-O.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

thickness_nm = 50.0
diffusivity = 1.0e-14                     # cm^2/s
thickness = thickness_nm * 1e-7           # cm
time_unit = thickness**2 / diffusivity    # s


def loss_matrix(cells, drift=0.0, open_transfer=np.inf, closed_transfer=0.0):
    """Matrix A in dc/dt = -A c; positive drift points to the absorber."""
    h = 1.0 / cells
    matrix = np.zeros((cells, cells))
    forward = (1.0 / h + drift / 2) / h
    backward = (1.0 / h - drift / 2) / h
    for i in range(cells - 1):
        matrix[i, i] += forward
        matrix[i, i + 1] -= backward
        matrix[i + 1, i] -= forward
        matrix[i + 1, i + 1] += backward
    matrix[-1, -1] += 1.0 / (h / 2 + 1.0 / open_transfer) / h
    if closed_transfer > 0:
        matrix[0, 0] += 1.0 / (h / 2 + 1.0 / closed_transfer) / h
    return matrix


def slowest_time(matrix):
    return time_unit / np.min(np.linalg.eigvals(matrix).real)


def check_close(value, reference, tolerance):
    assert abs(value / reference - 1) < tolerance, (value, reference)


# Ideal film: spectrum, remaining fraction and mean residence time
tau = 4 * thickness**2 / (np.pi**2 * diffusivity)
ideal = loss_matrix(400)
rates, modes = np.linalg.eigh(ideal)
assert rates[0] > 0
for n in range(3):
    check_close(time_unit / rates[n], tau / (2 * n + 1)**2, 1e-4)
tau_numeric = time_unit / rates[0]


def fraction_series(t):
    odd = 2 * np.arange(200) + 1
    return np.sum(8 / (np.pi**2 * odd**2) * np.exp(-odd**2 * t / tau))


def fraction_numeric(t):
    weights = modes.sum(axis=0)**2 / len(rates)
    return np.sum(weights * np.exp(-rates * t / time_unit))


for t in (100.0, 300.0, tau, 3000.0):
    check_close(fraction_numeric(t), fraction_series(t), 1e-4)
time_e = brentq(lambda t: fraction_series(t) - np.exp(-1), 10, 5000)
time_percent = brentq(lambda t: fraction_series(t) - 0.01, 10, 20000)
check_close(fraction_numeric(time_e), np.exp(-1), 1e-4)
mean_time = thickness**2 / (3 * diffusivity)
mean_numeric = time_unit * np.mean(np.linalg.solve(ideal, np.ones(400)))
check_close(mean_numeric, mean_time, 1e-4)
tau_both_open = thickness**2 / (np.pi**2 * diffusivity)
check_close(slowest_time(loss_matrix(300, closed_transfer=np.inf)),
            tau_both_open, 1e-4)

# Imperfect faces
surface_speed = 2e-8                       # cm/s, assumed
leak_speed = 2e-10                         # cm/s, assumed
surface_ratio = surface_speed * thickness / diffusivity
leak_ratio = leak_speed * thickness / diffusivity
q_surface = brentq(lambda q: q * np.sin(q) - surface_ratio * np.cos(q),
                   1e-6, np.pi / 2)
tau_surface = time_unit / q_surface**2
check_close(slowest_time(loss_matrix(300, open_transfer=surface_ratio)),
            tau_surface, 1e-4)
q_leak = brentq(lambda q: q * np.cos(q) + leak_ratio * np.sin(q),
                np.pi / 2, np.pi)
tau_leak = time_unit / q_leak**2
check_close(slowest_time(loss_matrix(300, closed_transfer=leak_ratio)),
            tau_leak, 1e-4)

# Drift of positive hydrogen in an imposed uniform field
temperature = 473.15                       # K
kelvin_to_ev = const.k / const.e
thermal_ev = kelvin_to_ev * temperature


def drift_time(potential_drop):
    a = potential_drop / thermal_ev
    if a > -2:
        q = brentq(lambda z: z * np.cos(z) + a / 2 * np.sin(z),
                   1e-6, np.pi - 1e-6)
        return time_unit / (q**2 + a**2 / 4)
    p = brentq(lambda z: z * np.cosh(z) + a / 2 * np.sinh(z), 1e-3, -a / 2)
    return time_unit / (a**2 / 4 - p**2)


small_drop, large_drop = 0.02, 0.20         # V, assumed
drift_results = {}
for drop in (small_drop, -small_drop, -large_drop):
    drift_results[drop] = drift_time(drop)
    numeric = slowest_time(loss_matrix(300, drift=drop / thermal_ev))
    check_close(numeric, drift_results[drop], 1e-3)

# Reversible traps, far from full
trap_density, site_density = 1e18, 1e22    # cm^-3, assumed
binding_ev, barrier_ev = 0.4, 1.0         # eV, assumed
attempt_rate = 1e13                       # 1/s, assumed
hydrogen_density = 1e17                   # cm^-3, assumed
trap_ratio = trap_density / site_density * np.exp(binding_ev / thermal_ev)
release = attempt_rate * np.exp(-(barrier_ev + binding_ev) / thermal_ev)
capture = trap_ratio * release
rate_sum = 1 / tau + capture + release
slow_rate = 2 * release / tau / (
    rate_sum + np.sqrt(rate_sum**2 - 4 * release / tau))
tau_trap = 1 / slow_rate
tau_fast_exchange = (1 + trap_ratio) * tau
identity = np.eye(100)
trap_matrix = np.block([
    [loss_matrix(100) + capture * time_unit * identity,
     -release * time_unit * identity],
    [-capture * time_unit * identity, release * time_unit * identity]])
check_close(slowest_time(trap_matrix), tau_trap, 1e-3)
assert 0 < tau_trap - tau_fast_exchange < 1 / release
trap_filling = (trap_ratio / (1 + trap_ratio)
                * hydrogen_density / trap_density)
assert trap_filling < 0.1

# Electron self-field: integrate the flux made by the electron potential
electron_density = 1e18                   # cm^-3, assumed background
background = electron_density / hydrogen_density
cells = 80
h = 1.0 / cells


def self_field_change(t, c):
    log_n = np.log(background + c)
    flux = np.zeros(cells + 1)
    flux[1:-1] = -(np.diff(c) + (c[1:] + c[:-1]) / 2 * np.diff(log_n)) / h
    flux[-1] = (c[-1] + c[-1] / 2 * (log_n[-1] - np.log(background))) / (h / 2)
    return -np.diff(flux) / h


run = solve_ivp(self_field_change, (0, 2), np.ones(cells), method="BDF",
                rtol=1e-7, atol=1e-10, dense_output=True)
assert run.success
late_ratio = np.mean(run.sol(1.5)) / np.mean(run.sol(2.0))
tau_self_late = 0.5 * time_unit / np.log(late_ratio)
check_close(tau_self_late, tau, 5e-3)      # small remaining self-field
time_e_self = time_unit * brentq(
    lambda t: np.mean(run.sol(t)) - np.exp(-1), 0.01, 1.5)
assert time_e_self < time_e
initial_factor = 1 + 1 / (background + 1)
# Compare the factor with the drift flux of a smooth nonuniform profile
x = np.linspace(0, 1, 2001)
profile = np.cos(np.pi * x / 2)
fick = -np.gradient(profile, x)
field_flux = -profile * np.gradient(np.log(background + profile), x)
factor_profile = 1 + profile / (background + profile)
assert np.max(np.abs((fick + field_flux - factor_profile * fick)[2:-2])) < 1e-5

effective_mass, permittivity = 0.34, 10.0   # relative values, assumed
band_density = 2 * (effective_mass * const.m_e * const.k * temperature
                    / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
degeneracy = (electron_density + hydrogen_density) / band_density
screening_nm = 1e9 * np.sqrt(permittivity * const.epsilon_0 * thermal_ev
                             / (const.e * electron_density * 1e6))
assert degeneracy < 0.2 and screening_nm < 0.2 * thickness_nm


# Temperature dependence under the assumed Arrhenius law
def tau_at(kelvin):
    return tau * np.exp(barrier_ev / kelvin_to_ev
                        * (1 / kelvin - 1 / temperature))


use_temperature = 350.0
print(f"Film thickness: {thickness_nm:.1f} nm")
print(f"Film thickness converted: {thickness:.1e} cm")
print(f"Diffusivity: {diffusivity:.1e} cm^2/s")
print(f"L^2/D: {time_unit:.1f} s")
print(f"Slowest decay time, formula: {tau:.2f} s = {tau/60:.2f} min")
print(f"Slowest decay time, diagonalization: {tau_numeric:.2f} s")
print(f"Second and third mode times: {tau/9:.2f}, {tau/25:.2f} s")
print(f"Slowest time, both faces absorbing: {tau_both_open:.2f} s")
print(f"Slowest-mode weight, uniform start: {8/np.pi**2:.4f} (no unit)")
print(f"Fraction left at slowest decay time: {fraction_series(tau):.4f}")
print(f"Time to 1/e of initial hydrogen: {time_e:.1f} s")
print(f"Time to 1 percent of initial hydrogen: {time_percent:.1f} s")
print(f"Mean residence time: {mean_time:.1f} s")
print(f"Assumed anneal temperature: {temperature:.2f} K")
print(f"Thermal energy: {thermal_ev:.5f} eV")
print(f"Assumed surface transfer speed: {surface_speed:.1e} cm/s")
print(f"Surface transfer ratio: {surface_ratio:.2f} (no unit)")
print(f"Slowest time, finite surface transfer: {tau_surface:.1f} s")
print(f"Assumed blocked-face leak speed: {leak_speed:.1e} cm/s")
print(f"Blocked-face leak ratio: {leak_ratio:.2f} (no unit)")
print(f"Slowest time, leaky blocked face: {tau_leak:.1f} s")
for drop, result in drift_results.items():
    direction = "absorber" if drop > 0 else "blocked face"
    field = abs(drop) / thickness * 1e-6
    print(f"Drift to {direction}, {abs(drop):.2f} V, "
          f"{field:.3f} MV/cm: {result:.1f} s")
print(f"Assumed trap density: {trap_density:.1e} cm^-3")
print(f"Assumed ordinary site density: {site_density:.1e} cm^-3")
print(f"Assumed trap binding energy: {binding_ev:.2f} eV")
print(f"Assumed migration barrier: {barrier_ev:.2f} eV")
print(f"Assumed attempt rate: {attempt_rate:.1e} 1/s")
print(f"Trapped-to-free ratio: {trap_ratio:.3f} (no unit)")
print(f"Mean release time from trap: {1/release:.1f} s")
print(f"Slowest time, fast trap exchange: {tau_fast_exchange:.1f} s")
print(f"Slowest time, finite trap exchange: {tau_trap:.1f} s")
print(f"Initial trap filling: {100*trap_filling:.2f} percent")
print(f"Assumed initial hydrogen density: {hydrogen_density:.1e} cm^-3")
print(f"Assumed background electrons: {electron_density:.1e} cm^-3")
print(f"Initial self-field diffusivity factor: {initial_factor:.4f}")
print(f"Time to 1/e with self-field: {time_e_self:.1f} s")
print(f"Late decay time with self-field: {tau_self_late:.1f} s")
print(f"Assumed effective mass: {effective_mass:.2f} electron masses")
print(f"Electron density / band density: {degeneracy:.3f} (no unit)")
print(f"Assumed relative permittivity: {permittivity:.1f} (no unit)")
print(f"Electron screening length: {screening_nm:.2f} nm")
print(f"Slowest time, 10 K cooler: {tau_at(temperature-10):.1f} s")
print(f"Slowest time, 10 K hotter: {tau_at(temperature+10):.1f} s")
print(f"Slowest time at {use_temperature:.0f} K: "
      f"{tau_at(use_temperature):.2e} s = "
      f"{tau_at(use_temperature)/86400:.1f} days")
print("finished without a failed check")
```

Printed output:

```
Film thickness: 50.0 nm
Film thickness converted: 5.0e-06 cm
Diffusivity: 1.0e-14 cm^2/s
L^2/D: 2500.0 s
Slowest decay time, formula: 1013.21 s = 16.89 min
Slowest decay time, diagonalization: 1013.21 s
Second and third mode times: 112.58, 40.53 s
Slowest time, both faces absorbing: 253.30 s
Slowest-mode weight, uniform start: 0.8106 (no unit)
Fraction left at slowest decay time: 0.2982
Time to 1/e of initial hydrogen: 800.6 s
Time to 1 percent of initial hydrogen: 4453.2 s
Mean residence time: 833.3 s
Assumed anneal temperature: 473.15 K
Thermal energy: 0.04077 eV
Assumed surface transfer speed: 2.0e-08 cm/s
Surface transfer ratio: 10.00 (no unit)
Slowest time, finite surface transfer: 1224.5 s
Assumed blocked-face leak speed: 2.0e-10 cm/s
Blocked-face leak ratio: 0.10 (no unit)
Slowest time, leaky blocked face: 938.6 s
Drift to absorber, 0.02 V, 0.004 MV/cm: 834.9 s
Drift to blocked face, 0.02 V, 0.004 MV/cm: 1242.7 s
Drift to blocked face, 0.20 V, 0.040 MV/cm: 13182.9 s
Assumed trap density: 1.0e+18 cm^-3
Assumed ordinary site density: 1.0e+22 cm^-3
Assumed trap binding energy: 0.40 eV
Assumed migration barrier: 1.00 eV
Assumed attempt rate: 1.0e+13 1/s
Trapped-to-free ratio: 1.822 (no unit)
Mean release time from trap: 81.7 s
Slowest time, fast trap exchange: 2859.6 s
Slowest time, finite trap exchange: 2912.9 s
Initial trap filling: 6.46 percent
Assumed initial hydrogen density: 1.0e+17 cm^-3
Assumed background electrons: 1.0e+18 cm^-3
Initial self-field diffusivity factor: 1.0909
Time to 1/e with self-field: 775.9 s
Late decay time with self-field: 1012.4 s
Assumed effective mass: 0.34 electron masses
Electron density / band density: 0.112 (no unit)
Assumed relative permittivity: 10.0 (no unit)
Electron screening length: 4.75 nm
Slowest time, 10 K cooler: 1720.6 s
Slowest time, 10 K hotter: 609.9 s
Slowest time at 350 K: 5.67e+06 s = 65.6 days
finished without a failed check
```
